# Anisotropy threshold between a spin cycloid and a homogeneous antiferromagnet

## What dimensions and symmetry fix

Let the staggered (antiferromagnetic) vector lie in a fixed plane, at an angle $\theta(x)$ from the easy direction. The energy density is

$$f=A\theta'^2-D\theta'+K\sin^2\theta,\qquad A>0,\ K>0. \tag{1}$$

Since $\theta$ is a pure number, $A$, $D$ and $K$ have the dimensions energy/length, energy/length$^2$ and energy/length$^3$. The ratio $AK/D^2$ is dimensionless, and every dimensionless combination of the three is a function of it. A bulk threshold between two states, which can depend on no sample length, must therefore have the form

$$K_c=c\,\frac{D^2}{A},$$

with $c$ a pure number. Reversal of $x$ changes the sign of $D$ and of nothing else, so the threshold must be even in $D$, as this form is. I take $D>0$ from here on; $D<0$ gives the same results with the opposite sense of rotation. What remains is the number $c$, and it turns out to be $\pi^2/16$.

The algebra contains no physical constants and holds in atomic units or any other consistent set.

## Theorem

Let $\mathcal E=\int_0^L f\,dx$ be the energy per unit cross-section. Admit every continuous profile with square-integrable slope, with free ends. Let $\bar f$ be the lowest possible value of $\mathcal E/L$ in the limit $L\to\infty$. Define

$$K_c=\frac{\pi^2D^2}{16A}. \tag{2}$$

1. If $K\ge K_c$, then $\bar f=0$, the value of the homogeneous states $\theta=0$ and $\theta=\pi$. Every periodic state with net rotation has a strictly positive mean energy density.
2. If $K<K_c$, then $\bar f=-C<0$, where $C$ is the unique positive solution of
$$2\sqrt A\int_0^\pi\sqrt{K\sin^2\theta+C}\;d\theta=\pi D, \tag{3}$$
and a distorted cycloid attains this value.

The theorem compares planar states at zero temperature, with $A$ and $D$ held fixed while $K$ varies.

## Lemma 1: a lower bound for every profile

For any constant $C\ge0$, with $\Delta\theta=\theta(L)-\theta(0)$,

$$\mathcal E+CL\ \ge\ 2\sqrt A\left|\int_{\theta(0)}^{\theta(L)}\sqrt{K\sin^2\theta+C}\;d\theta\right|-D\,\Delta\theta. \tag{4}$$

**Proof.** The $D$ term integrates at once:

$$-D\int_0^L\theta'\,dx=-D\,\Delta\theta .$$

It counts net rotation and is blind to the shape of the profile. For the other terms use $a^2+b^2\ge2ab$, which is $(a-b)^2\ge0$, with $a=\sqrt A\,|\theta'|$ and $b=\sqrt{K\sin^2\theta+C}$:

$$A\theta'^2+K\sin^2\theta+C\ \ge\ 2\sqrt A\,\sqrt{K\sin^2\theta+C}\;|\theta'|.$$

Integrate over $x$. The integral of $|\theta'|$ times a positive function is at least the modulus of the integral with $\theta'$ itself, and $\theta'dx=d\theta$. This gives (4). Equality holds when $\theta$ is monotonic and

$$A\theta'^2=K\sin^2\theta+C. \tag{5}$$

$\square$

## Lemma 2: the price of a half-turn

Define

$$J(C)=2\sqrt A\int_0^\pi\sqrt{K\sin^2\theta+C}\;d\theta .$$

If $J(C)\ge\pi D$, then $\mathcal E\ge-CL-\pi D$ for every profile and every $L$.

**Proof.** If $\Delta\theta\le0$, both terms on the right of (4) are non-negative, so $\mathcal E\ge-CL$. If $\Delta\theta>0$, write $\Delta\theta=n\pi+\delta$ with $n$ a non-negative integer and $0\le\delta<\pi$. The integrand in (4) has period $\pi$ in $\theta$, so each complete half-turn contributes $J(C)$, wherever it starts. The remaining piece of the integral is non-negative. Hence

$$\mathcal E+CL\ \ge\ n\,[J(C)-\pi D]-D\delta\ \ge\ -\pi D. \qquad\square$$

The constant $-\pi D$ does not grow with $L$. It allows for twists near the ends of the sample and drops out of the bulk energy density.

## Proof of the theorem

**Part 1.** Set $C=0$. Since $\int_0^\pi\sin\theta\,d\theta=2$,

$$J(0)=4\sqrt{AK}. \tag{6}$$

The condition $J(0)\ge\pi D$ reads $4\sqrt{AK}\ge\pi D$. Both sides are positive, so squaring keeps the inequality: $16AK\ge\pi^2D^2$, which is $K\ge K_c$. Lemma 2 then gives $\mathcal E/L\ge-\pi D/L$, which tends to zero. The homogeneous state has $\mathcal E=0$, so $\bar f=0$.

Now take a periodic state that advances by $n\ge1$ half-turns in a length $L$. Here $\delta=0$, and (4) gives

$$\mathcal E\ \ge\ n\left(4\sqrt{AK}-\pi D\right).$$

This is positive for $K>K_c$. At $K=K_c$ the right side is zero, but equality would need $\theta'=\sqrt{K/A}\,|\sin\theta|$. A solution of that equation takes an infinite length to reach $0$ or $\pi$, because the slope vanishes there in proportion to the distance in angle. A state of finite period therefore still has $\mathcal E>0$. For backward rotation by $n$ half-turns the bound is $n(4\sqrt{AK}+\pi D)>0$.

**Part 2.** The function $J(C)$ is continuous, strictly increasing and unbounded. It starts at $4\sqrt{AK}$, which is less than $\pi D$ when $K<K_c$. So (3), which is $J(C)=\pi D$, has exactly one solution, and it is positive. Lemma 2 gives $\mathcal E/L\ge-C-\pi D/L$, hence $\bar f\ge-C$.

The bound is attained. With $C>0$ the slope in (5) never vanishes, so its increasing solution completes each half-turn in a finite length. Over a whole number $n$ of half-turns (4) is an equality, and its right side is $n[J(C)-\pi D]=0$. Therefore $\mathcal E=-CL$. $\square$

## Remark 1: the threshold as the cost of a wall

For $C=0$ the increasing solution of (5) between $0$ and $\pi$ is the kink

$$\theta=2\arctan e^{x/w},\qquad w=\sqrt{A/K},\qquad \sin\theta=w\theta'=\operatorname{sech}(x/w). \tag{7}$$

It is a wall between the two equivalent homogeneous states, and its energy is $4\sqrt{AK}-\pi D$. The first term is the cost in stiffness and anisotropy; the second is the gain from rotating by $\pi$ in the preferred sense. At $K_c$ they cancel. Below $K_c$ an isolated wall lowers the energy, and the state of lowest energy holds walls up to the density at which their crowding stops the gain. A homogeneous sample may still have to cross an energy barrier before a wall can enter from its end.

The threshold is not a local instability of the homogeneous bulk. Any change of profile that leaves the end angles alone has $\Delta\theta=0$, and (4) with $C=0$ then gives $\mathcal E\ge0$ for every $K>0$. Within the planar model the homogeneous state is therefore stable as long as the end angles are held, even below $K_c$: a lower energy requires net rotation, which changes those angles.

## Remark 2: the cycloid in closed form

Let $I_1$ and $I_2$ be the complete elliptic integrals of the first and second kind,

$$I_1(k)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-k^2\sin^2\varphi}},\qquad I_2(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\varphi}\;d\varphi .$$

Put $k^2=K/(K+C)$. Because $\sin^2\theta=1-\cos^2\theta$,

$$K\sin^2\theta+C=(K+C)(1-k^2\cos^2\theta),\qquad \sqrt{K+C}=\frac{\sqrt K}{k}.$$

The integral of $\sqrt{1-k^2\cos^2\theta}$ from $0$ to $\pi$ is $2I_2(k)$, so (3) becomes $4\sqrt{AK}\,I_2(k)/k=\pi D$. Equation (2) gives $\pi D=4\sqrt{AK_c}$, hence

$$\frac{I_2(k)}{k}=\sqrt{\frac{K_c}{K}},\qquad \bar f=-C=-K\,\frac{1-k^2}{k^2}. \tag{8}$$

The period $P$ for a full turn of $2\pi$ follows from $dx=d\theta/\theta'$ and (5):

$$P=2\int_0^\pi\frac{\sqrt A\,d\theta}{\sqrt{K\sin^2\theta+C}}=4k\sqrt{\frac AK}\;I_1(k). \tag{9}$$

**Near the threshold.** As $K\to K_c$ from below, $I_2(k)/k\to1$, so $k\to1$, $C\to0$ and $I_1\to\infty$: the period diverges. The slope of the energy follows by differentiating (3) with respect to $K$ at fixed $A$ and $D$:

$$\int_0^\pi\frac{\sin^2\theta+dC/dK}{2\sqrt{K\sin^2\theta+C}}\,d\theta=0
\quad\Longrightarrow\quad
\frac{d\bar f}{dK}=-\frac{dC}{dK}=\langle\sin^2\theta\rangle .$$

The average is over $x$, since $dx\propto d\theta/\sqrt{K\sin^2\theta+C}$. Its numerator is at most $\int_0^\pi\sin\theta\,d\theta/\sqrt K=2/\sqrt K$, while its denominator diverges. The slope therefore tends to zero, and the cycloid energy joins that of the homogeneous state without a kink in the curve. The approach is only logarithmic, because $I_1$ diverges logarithmically: the slope is still $0.17$ at $K=0.999K_c$ and $0.11$ at $K=(1-10^{-6})K_c$.

**Weak anisotropy.** For $K\ll C$ expand the root in (3) as $\sqrt C+K\sin^2\theta/(2\sqrt C)$. The average of $\sin^2\theta$ over a half-turn is $1/2$, so

$$\sqrt C+\frac{K}{4\sqrt C}\simeq\frac{D}{2\sqrt A},\qquad \bar f=-C\simeq-\frac{D^2}{4A}+\frac K2. \tag{10}$$

This is also the energy of a rigid cycloid $\theta=qx$: its mean density $Aq^2-Dq+K/2$ is lowest at $q=D/(2A)$. Extrapolated to zero energy, (10) would give a threshold $D^2/(2A)$, which is $8/\pi^2\simeq0.81$ of $K_c$. It is too low because a rigid cycloid cannot shorten the regions where $\sin^2\theta$ is large.

## Remark 3: free ends

At a free right-hand end, variation of the end angle requires $2A\theta'-D=0$. For $K>K_c$ and a thick sample, the profile that decays into the homogeneous interior obeys $\theta'=\sqrt{K/A}\sin\theta$. The end angle and the end energy are then

$$\sin\theta_s=\frac{D}{2\sqrt{AK}},\qquad
e_s=\int_0^{\theta_s}\!\left(2\sqrt{AK}\sin\theta-D\right)d\theta=2\sqrt{AK}\,(1-\cos\theta_s)-D\theta_s .$$

The integrand is negative below $\theta_s$, so $e_s<0$: the ends twist even where the interior is homogeneous. The left-hand end twists by $-\theta_s$ with the same energy. For $L$ much larger than $w$ the two ends contribute $2e_s/L$ to the mean density, which vanishes in the bulk limit. In a film whose thickness along $x$ is comparable with $w$ the two twists overlap and this sum fails: it grows without limit as $L\to0$, whereas (1) gives $f\ge-D^2/(4A)$ for every profile.

## Remark 4: leaving the plane

Let the unit vector be $\mathbf n=(r\sin\theta,\,u,\,r\cos\theta)$ with $r^2=1-u^2$, still depending on $x$ alone. The stiffness term is $A|\mathbf n'|^2$ with

$$|\mathbf n'|^2=\frac{u'^2}{1-u^2}+(1-u^2)\theta'^2,$$

and the $D$ term is $-D(n_zn_x'-n_xn_z')=-D(1-u^2)\theta'$. Two anisotropies reduce to $K\sin^2\theta$ in the plane:

- easy axis $z$: $K(n_x^2+n_y^2)=K(1-u^2)\sin^2\theta+Ku^2$;
- easy plane $yz$: $Kn_x^2=K(1-u^2)\sin^2\theta$.

Let $\eta=1$ for the axis and $\eta=0$ for the plane. To second order in $u$, the energy of a kink changes by

$$\delta\mathcal E=\int\left[Au'^2+u^2\left(-A\theta'^2+D\theta'-K\sin^2\theta+\eta K\right)\right]dx .$$

At $K_c$ set $s=x/w$ and use (7). Then $A/w^2=K_c$ and $D/w=4K_c/\pi$, so

$$\delta\mathcal E=K_cw\int\left[\left(\frac{du}{ds}\right)^2+u^2\left(-2\operatorname{sech}^2s+\frac4\pi\operatorname{sech}s+\eta\right)\right]ds .$$

Try $u=\epsilon\operatorname{sech}s$. The integrals of $\operatorname{sech}^2s\tanh^2s$, $\operatorname{sech}^4s$, $\operatorname{sech}^3s$ and $\operatorname{sech}^2s$ over the line are $2/3$, $4/3$, $\pi/2$ and $2$. Hence

$$\frac{\delta\mathcal E}{\epsilon^2K_cw}=\frac23-\frac83+2+2\eta=2\eta .$$

For the easy plane this is zero. If the lowest eigenvalue of the form were zero or more, a trial function giving zero would have to be an eigenfunction. It is not, because

$$\left(-\frac{d^2}{ds^2}-2\operatorname{sech}^2s+\frac4\pi\operatorname{sech}s\right)\operatorname{sech}s=-\operatorname{sech}s+\frac4\pi\operatorname{sech}^2s .$$

So the lowest eigenvalue is negative. Finite-difference diagonalization puts it at $-0.070K_c$. The planar kink, which costs nothing at $K_c$, then lowers its energy by tilting out of the plane. In an easy-plane magnet the homogeneous state is therefore favoured only above a larger threshold, which can be found exactly. Write the $D$ term as $-D(n_xn_z)'+2Dn_xn_z'$. The total derivative drops out of the bulk energy density, and since $|\mathbf n'|^2\ge n_z'^2$ the rest is at least

$$A\left(n_z'+\frac{D}{A}n_x\right)^2+\left(K-\frac{D^2}{A}\right)n_x^2 .$$

This is non-negative for $K\ge D^2/A$. For smaller $K$ the homogeneous state along $y$ is unstable: the ripple $n_z=\epsilon\cos qx$, $n_x=\epsilon(Dq/K)\sin qx$ has, to second order in $\epsilon$, the mean energy density

$$\frac{\epsilon^2q^2}{2}\left(A-\frac{D^2}{K}+\frac{AD^2q^2}{K^2}\right),$$

which is negative for small enough $q$. The easy-plane threshold is thus $D^2/A=(16/\pi^2)K_c\simeq1.62K_c$.

For the easy axis the eigenvalue is higher by $K_c$, that is $0.930K_c$, and the kink is stable against small tilts. This does not exclude a distant non-planar state of lower energy.

## Worked example

Take the round values $A=0.02$ eV/nm and $D=0.004$ eV/nm$^2$. Without anisotropy the period is $2\pi\cdot2A/D=62.8$ nm and the energy density is $-D^2/(4A)=-2.00\times10^{-4}$ eV/nm$^3$. The threshold is

$$K_c=\frac{\pi^2(0.004)^2}{16(0.02)}=4.93\times10^{-4}\ \text{eV/nm}^3=79\ \text{kJ/m}^3 .$$

At this value $w=6.37$ nm, and both $4\sqrt{AK_c}$ and $\pi D$ equal $0.01257$ eV/nm$^2$. Solving (8) numerically for $k$ gives:

| $K/K_c$ | $k$ | $P$ (nm) | $\bar f$ (eV/nm$^3$) |
|---|---|---|---|
| 0.5 | 0.8605 | 66.3 | $-8.65\times10^{-5}$ |
| 0.9 | 0.9854 | 84.0 | $-1.32\times10^{-5}$ |
| 0.99 | 0.9990 | 114.8 | $-9.9\times10^{-7}$ |
| 0.999 | 0.9999 | 146.7 | $-7.9\times10^{-8}$ |

At half the threshold the period has grown by only 6%, so a period close to its zero-anisotropy value does not show that $K$ is negligible. The rigid cycloid there has $-2.00\times10^{-4}+1.23\times10^{-4}=-7.7\times10^{-5}$ eV/nm$^3$, above the tabulated energy, as it must be. At $K=1.2K_c$ the free ends twist by $35.5^\circ$, with $e_s=-1.20\times10^{-3}$ eV/nm$^2$ each.

## The model beside bismuth ferrite

The parameters lie in the rough regime of bismuth ferrite, whose bulk cycloid has a period of roughly 60 nm. For the homogeneous state along the polar axis, the largest correction sized here is weak-ferromagnetic canting. On a simple cubic lattice of spacing $a$, a bond energy $2Aa(1-\cos\Delta)$ for a relative rotation $\Delta=a\theta'$ reproduces $A\theta'^2$. A tilt $c$ of each sublattice costs $12Aac^2$ per site over three bonds. The coupling that drives it is linear in $c$ and gains twice that at equilibrium, so the net density is $-12Ac^2/a^2$. With the rough values $a=0.4$ nm and $c=0.01$ this is $-1.5\times10^{-4}$ eV/nm$^3$, or 30% of $K_c$. The size goes as $c^2$: it is 15% of $K_c$ for $c=0.007$ and 51% for $c=0.013$, so this figure, those derived from it below and its rank above the temperature effect are only as good as the assumed tilt.

If the tilt is proportional to $\sin\theta$, with $\theta$ measured from the polar axis, this energy has the form $\sin^2\theta$ and belongs inside $K$. The other anisotropy must then reach $6.4\times10^{-4}$ eV/nm$^3$ to stabilise the state along the polar axis. A homogeneous state with a weak moment instead lies perpendicular to that axis. It is the easy-plane case of Remark 4 with the hard axis along $z$ instead of $x$; a rotation of the spins by $90^\circ$ about $y$ leaves the $A$ and $D$ terms unchanged and maps one case onto the other. If the plane is perfectly isotropic, the total anisotropy favouring it, canting included, must reach $D^2/A=8.0\times10^{-4}$ eV/nm$^3$, which is 62% above (2). This value is sensitive to anisotropy within the plane. With an added term $K_2n_x^2$, a ripple of wave number $q$ about the state along $y$ costs energy when $(Aq^2+K)(Aq^2+K_2)\ge D^2q^2$, which holds for all $q$ once $\sqrt K+\sqrt{K_2}\ge D/\sqrt A$. An in-plane $K_2$ of only $0.01D^2/A$ thus moves the ripple instability down to $0.81D^2/A=6.5\times10^{-4}$ eV/nm$^3$.

Temperature matters next. Mean-field theory for spin $5/2$, with a Néel temperature of roughly 640 K, gives an ordered moment at 300 K of roughly 0.9 of its zero-temperature value. If $A$ and $D$ are zero-temperature values and both scale as the moment squared, $K_c$ falls to roughly 0.8 of its zero-temperature value. This alone does not favour the homogeneous state, because $K$ also falls on warming; the two must be compared at the same temperature.

Lattice discreteness is minor: summing the kink energy over sites spaced by $a$ changes it by $+1.6\times10^{-4}$ of $\pi D$ if the $D$ term of a bond is the sine of the rotation, and by $-1.6\times10^{-4}$ if it is linear in the rotation. So is the magnetostatic energy $\mu_0M^2/2$ of the canted moment, $4\times10^{-4}$ of $K_c$ for five Bohr magnetons per site.

Numbers in the example were calculated in double precision.
